Building a smooth PW92 fit with exact leading high-density coefficients

**What scaling fixes**

Let n be the density of a uniform, unpolarized electron gas with a neutralizing background. Let r be the radius of the sphere that holds one electron, divided by the Bohr radius a0, so that n = 3/(4πr³a0³). Measured in units of r a0, the lengths carry no scale, and the Hamiltonian becomes

H = E_h (T/r² + W/r),  E_h = e²/(4πε0 a0) = ħ²/(m a0²),

where T and W are dimensionless kinetic and Coulomb operators. The correlation energy per electron is therefore E_h ε(r), with one function ε of one variable. From here on, energies are in hartree, lengths in a0 and wavevectors in 1/a0.

The ratio of interaction to kinetic energy grows as r, so small r is weak coupling and large r is strong coupling. At large r the electrons form a lattice, with electrostatic energy proportional to 1/r. Their restoring force constant scales as e²/(4πε0 r³a0³), so the zero-point energy ħω scales as r^(−3/2). Correlation is what remains after subtracting the noninteracting kinetic energy, proportional to r⁻², and exchange, proportional to r⁻¹. Hence the low-density powers are r⁻¹, r^(−3/2) and r⁻².

At small r the expansion is

ε = c0 ln r − c1 + O(r ln r).  (1)

The logarithm is derived below. The constant c1 is assembled from a ring part, derived and evaluated numerically, and an exchange part whose closed form is taken as input and checked numerically; the order of the remaining terms is also an input.

**What goes wrong with two pieces**

The direct design uses one formula for each end. PZ81 does this:

r < 1: ε = A ln r + B + C r ln r + D r
r ≥ 1: ε = γ/(1 + b√r + b′r).

Each piece has suitable terms, but the pieces must meet at r = 1. With the published parameters the energy there is −0.059600 from the left and −0.059632 from the right. The slopes are 0.021500 and 0.021487, and the curvatures are −0.0291 and −0.0221.

The curvature matters for response. The correlation potential is v = d(nε)/dn. Since dr/dn = −r/(3n),

v = ε − (r/3)ε′
dv/dn = −(r/3n)[ε′ − ε′/3 − (r/3)ε″] = (r/9n)(rε″ − 2ε′).

At r = 1 the last bracket is −0.0291 − 0.0430 = −0.0721 on the left and −0.02206 − 0.04297 ≈ −0.0650 on the right. The response kernel therefore changes by about 10% of its left value across the join. At the join itself it is undefined. The small jumps in energy and slope come from rounding: C = 0.002019 and D = −0.011632 would match both, and these round to the published 0.0020 and −0.0116. The curvature jump, and with it the change in the kernel, remains even then.

A single smooth function avoids this. It must turn from a logarithm into inverse powers, as ln(1 + 1/Q) does: it tends to −ln Q for small Q and to 1/Q for large Q. The PW92 form is

G(r) = −2A(1 + α1 r) ln(1 + 1/Q)
Q = 2A(β1 r^(1/2) + β2 r + β3 r^(3/2) + β4 r²).  (2)

The half-integer powers allow an r^(−3/2) tail, and the factor 1 + α1 r supplies an r ln r term. If all six parameters are left free, however, a new fault appears at small r.

**The unwanted square root and its cure**

Put x = √r and use ln(1 + 1/Q) = −ln Q + ln(1 + Q). For small x,

ln Q = ln(2Aβ1) + ln x + (β2/β1)x + O(x²)
ln(1 + Q) = 2Aβ1 x + O(x²).

Multiplying their difference by −2A(1 + α1 r), and using 2A ln x = A ln r, gives

G = A ln r + 2A ln(2Aβ1) + 2A(β2/β1 − 2Aβ1)√r + Aα1 r ln r + O(r).  (3)

For general β2 there is a √r term, which (1) does not contain and which exceeds r ln r as r → 0. Matching (3) to (1) term by term requires

A = c0
2A ln(2Aβ1) = −c1, so β1 = exp(−c1/2c0)/(2c0)
β2/β1 = 2Aβ1, so β2 = 2Aβ1².  (4)

Each step can be reversed, so (4) is both necessary and sufficient. It makes c0, c1 and the vanishing √r coefficient exact. The r ln r coefficient Aα1 is not made exact; it follows from the fit.

**The logarithm from screening**

The constraints need c0 and c1. Start from the coupling-constant formula for the correlation energy, with v_q = 4π/q² and the density response χ_λ at imaginary frequency iu and interaction strength λ:

ε = −(1/2n) ∫d³q/(2π)³ ∫_{−∞}^{∞} du/(2π) ∫_0^1 dλ v_q(χ_λ − χ0).

The random-phase approximation sets χ_λ = χ0/(1 − λv_qχ0). The λ integral of v_qχ_λ is then −ln(1 − v_qχ0), so the integrand becomes ½[ln(1 − v_qχ0) + v_qχ0]. This is the ring energy.

Set q = kF y and u = kF² yν, with kF = (9π/4)^(1/3)/r. An electron of wavevector k excited by q gains Δ = q·k + q²/2. With both spins,

χ0 = −4 ∫_{k<kF} d³k/(2π)³ Δ/(Δ² + u²) = −(kF/π²)R(y,ν).

Let z be the component of k/kF along q. The area of the Fermi-sphere slice at z is π(1 − z²) in units of kF², so

R = ½ ∫_{−1}^{1} dz (1 − z²)(z + y/2)/{y[(z + y/2)² + ν²]}.

For y → 0, expand f(z + y/2) with f(z) = z/(z² + ν²). The zeroth term is odd and integrates to zero. Integrating the first term by parts gives

R0(ν) = ½ ∫_{−1}^{1} dz z²/(z² + ν²) = 1 − ν arctan(1/ν).

Now collect factors. Here 1/n = 3π²/kF³, the momentum measure is kF³y²dy/(2π²), and half the frequency measure, folded onto ν > 0, is kF²y dν/(2π). Thus

ε_ring = (3kF²/4π) ∫_0^∞ dy y³ ∫_0^∞ dν [ln(1 + X) − X]
X = gR/y²,  g = 4/(πkF) = κr,  κ = 4/[π(9π/4)^(1/3)].  (5)

For small g, expanding in X fails at y of order √g, where screening sets in. Split the y integral at δ, with √g ≪ δ ≪ 1. Below δ replace R by R0, and put s = y², a = gR0 and S = δ². Integration by parts gives

∫_0^S ds s ln(1 + a/s) = (S²/2)ln(1 + a/S) + (a/2)[S − a ln(1 + S/a)]
 ≈ aS − a²/4 − (a²/2)ln(S/a).

Subtract ∫a ds = aS, and multiply by ½ because y³dy = s ds/2. The inner part is

−a²/8 − (a²/4)ln(δ²/a).

Above δ, X is small and ln(1 + X) − X ≈ −X²/2. The outer part is −(g²/2)∫_δ^∞ R² dy/y. Define

J(ν) = ∫_0^∞ [R² − R0² θ(1 − y)] dy/y,

where θ is the unit step. The outer part becomes −(g²/2)(J − R0² ln δ). The ln δ terms cancel in the sum, which is

−(g²/2)[R0²/4 − ½R0² ln(gR0) + J].

Since kF²g² = 16/π², the prefactor in (5) turns −g²/2 into −6/π³. Therefore

ε_ring = (3/π³)(∫R0² dν) ln(κr) + (6/π³) ∫_0^∞ dν [½R0² ln R0 − ¼R0² − J] + …  (6)

The coefficient of ln r is c0. To evaluate it, write R0 = ∫_0^1 dz z²/(z² + ν²) and use ∫_0^∞ dν/[(z² + ν²)(w² + ν²)] = π/[2zw(z + w)]:

∫R0² dν = (π/2) ∫_0^1∫_0^1 dz dw zw/(z + w).

The two halves of the square contribute equally. With w = zt in one half, the double integral is 2(∫_0^1 z²dz)(∫_0^1 t dt/(1 + t)) = (2/3)(1 − ln 2). Hence

c0 = (1 − ln 2)/π² = 0.031091.

The r-independent part of (6) evaluates to −0.071099. As a test, (5) was integrated directly at small r. After the two leading terms are subtracted, the remainders at r = 0.01 and 0.0001 are −1.97×10⁻⁴ and −3.2×10⁻⁶, a ratio of 61. A √r term would give 10, r ln r alone would give 50, and r alone would give 100. The remainders are thus consistent with r ln r and r terms. Two points exclude a dominant √r term but do not prove that its coefficient is zero.

**The exchange part of the constant**

At order r⁰ one more contribution enters, second-order exchange. Two electrons of equal spin, with wavevectors k and −p in units of kF, are excited to k + q and −(p + q). The excitation energy in units of kF² is

½[(k + q)² − k² + (p + q)² − p²] = q·q′,  q′ = q + k + p.

Here |q′| is the momentum transfer when the final electrons are exchanged. Second-order perturbation theory gives −½ Σ v_q(v_q − v_q′)/(excitation energy) for equal spins. The direct part, with all spin pairs, is already in the ring energy. The exchange part is positive, and its two equal-spin choices cancel the ½. Dividing by n gives the factor 3π²(4π)²/(2π)⁹ = 3/(32π⁵), and the powers of kF cancel:

ε_x2 = (3/32π⁵) ∫d³q d³k d³p 1/(q² q′² q·q′),

with |k|, |p| < 1 and |k + q|, |p + q| > 1. I take its closed form as an established input:

ε_x2 = (ln 2)/6 − 3ζ(3)/(4π²) = 0.024179,

where ζ is the Riemann zeta function. A Monte Carlo evaluation of the integral gives 0.02421 with standard error 0.00005. Then

c1 = 0.071099 − 0.024179 = 0.046920.

That the remaining diagrams begin at order r ln r is a second established input; the numerical test above covers the ring part.

At very small r the published PW92 energies give 0.046643, about 0.6% below this c1, and those of PZ81 give 0.0480, about 2% above it. Form (2) can hold the computed value, but the published parameters do not.

**The dilute end**

For large r, Q is large and ln(1 + 1/Q) = 1/Q − 1/(2Q²) + …. The second term is of order r⁻⁴ and contributes to G only at r⁻³. With b2 = β2/β4 and b3 = β3/β4,

2A/Q = [1 − b3 r^(−1/2) + (b3² − b2)r⁻¹ + …]/(β4 r²).

Multiplication by −(1 + α1 r) gives

G = −d0/r + d1/r^(3/2) − [1 + α1(b3² − b2)]/(β4 r²) + …
d0 = α1/β4,  d1 = α1β3/β4².  (7)

The powers are those found from scaling. Their coefficients are set by α1, β3 and β4, which (4) leaves to the fit. They are not unrestricted: d0 and d1 are positive, the r⁻² coefficient equals −d1²/d0 + (d0β2 − 1)/β4, and α1 also fixes the r ln r term in (3).

A reference for d0 comes from the static body-centred cubic lattice, whose energy from an Ewald sum is −0.895929/r. Exchange in the unpolarized gas is −3kF/(4π) = −0.458165/r. The difference gives d0 = 0.437764. One could impose this by setting β4 = α1/d0. In the worked example below, doing so raises the largest deviation from the targets from 0.07% to about 0.3%. Here it is kept as a check.

**The fitting algorithm**

1. Compute c0 and c1, and fix A, β1 and β2 from (4).
2. Write α1, β3 and β4 as exponentials of three unknowns. This keeps them positive.
3. For target energies t_i at r_i, form the residuals ρ_i = G(r_i)/t_i − 1 and minimize Σρ_i². With J_ij the derivative of ρ_i with respect to unknown j, the linearized problem gives the step h from JᵀJh = −Jᵀρ. A trust region limits the step while the linearization is poor.
4. Repeat from another starting point and compare the results.

As a control, the procedure was given PW92 energies at six densities and PW92's own limiting constants. It returned α1 = 0.21370, β3 = 1.6382 and β4 = 0.49293. At six radii not used in the fit, the largest deviation from PW92 was 3×10⁻⁸ hartree.

**Worked example**

The targets are PZ81 energies at r = 2, 5, 10, 20, 50 and 100. They stand in for the Monte Carlo data behind PZ81, so the fit inherits the errors of both. All six lie above the join.

The constraints give

c1/(2c0) = 0.046920/0.062181 = 0.75457
β1 = exp(−0.75457)/0.062181 = 7.562
β2 = 0.062181 × 7.562² = 3.556.

The fit gives α1 = 0.23424, β3 = 1.8462 and β4 = 0.54123. At r = 2,

Q = 0.062181 × (10.694 + 7.111 + 5.222 + 2.165) = 1.5665
G = −0.062181 × 1.46848 × ln(1 + 1/1.5665) = −0.04508 hartree = −1.227 eV.

The target is −0.04509 hartree. Over all six points the largest deviation is 0.07% of the target. Two starting points gave the same parameters within the test tolerance.

In the dilute limit, d0 = 0.23424/0.54123 = 0.4328, about 1% below the lattice reference. No lattice energy was imposed, but this d0 is an extrapolation. At the largest target, r = 100, rG is only −0.317, and the correction d1/√r, with d1 = 1.476, is 0.148, about a third of d0. The targets also come from a PZ81 piece that already has an r⁻¹, r^(−3/2) tail. The fitted d1 is 11% above the value 1.329 given by the harmonic zero-point energy of the body-centred cubic lattice. The closeness of d0 is therefore not a tested accuracy of the method.

Between the fitted range and the exact limit the result is less well controlled. At r = 1 the new function gives −0.0602, against −0.0596 for PZ81 and −0.0598 for PW92. It is deeper by 0.9% and 0.7% of those values, many times the fit residuals. Small residuals at r ≥ 2 are therefore no error estimate at r = 1. The gap to PW92 comes mainly from the choice of targets: with PW92 energies as the six targets and the same c0 and c1, the fit lies within 0.1% of PW92 at r = 1. A target near r = 1 taken from a different parametrization is met only in part. With the PW92 value at r = 1 as a seventh target, the fit still lies 0.4% deeper there, and the deviation at r = 2 grows to 0.3%.

**Smoothness, and what it does not give**

With positive parameters, Q > 0 for every r > 0, and G is built from functions that are infinitely differentiable there. With L = ln(1 + 1/Q),

L′ = −Q′/[Q(Q + 1)]
L″ = −Q″/[Q(Q + 1)] + Q′²(2Q + 1)/[Q²(Q + 1)²]
G′ = −2A[α1L + (1 + α1r)L′]
G″ = −2A[2α1L′ + (1 + α1r)L″].

At r = 1 these give slope 0.023136 and curvature −0.026801. One-sided differences from the left and from the right reproduce both values. Their curvatures differ by about 10⁻⁹, against 7×10⁻³ for PZ81.

Smoothness is not accuracy. The new slope at r = 1 is about 8% larger than that of PZ81 and within 0.4% of the PW92 slope, 0.023055. The kernel bracket rε″ − 2ε′ is −0.0731, against −0.0730 for PW92, which shares the same form. These comparisons do not decide which is closer to the true gas. Nor can a smooth function represent a phase transition of the real ground state at low density. The fit describes one unpolarized branch, with the lattice serving as a guide to its powers. The numerical check accompanying this text tests the expansions, the constants and the one-sided derivatives.

Calculated quantities

```
c0 closed form, quadrature (hartree): 0.03109069 0.03109069
ring constant (hartree): -0.071099
ring remainder at r_s=0.01 (hartree): -1.9704e-04
ring remainder at r_s=0.0001 (hartree): -3.2155e-06
ratio of ring remainders (no unit): 61.28
second-order exchange, closed form (hartree): 0.024179
same, Monte Carlo and standard error (hartree): 0.02421 0.00005
c1 computed (hartree): 0.046920
c0, c1 of published PW92 (hartree): 0.031091 0.046643
c0, c1 of published PZ81 (hartree): 0.031100 0.048000
parameter: new fit, recovered PW92
  A (hartree): 0.031091 0.031091
  alpha1: 0.234241 0.213695
  beta1 (1/hartree): 7.561941 7.595699
  beta2 (1/hartree): 3.555715 3.587568
  beta3 (1/hartree): 1.846180 1.638161
  beta4 (1/hartree): 0.541225 0.492928
largest PW92 recovery error (hartree): 3.39e-08
r_s: PZ81 target, new fit (hartree), relative difference (percent)
  2: -0.045091 -0.045081 -0.023
  5: -0.028339 -0.028338 -0.005
  10: -0.018568 -0.018580 0.061
  20: -0.011497 -0.011495 -0.021
  50: -0.005666 -0.005662 -0.066
  100: -0.003171 -0.003173 0.046
new fit at r_s=2 (eV): -1.2267
r_s outside fit: new fit, PZ81, PW92 (hartree)
  0.1: -0.121253 -0.121231 -0.120879
  1: -0.060190 -0.059632 -0.059774
r ln r coefficient of new fit (hartree): 0.007283
1/r coefficient d0 of new fit (hartree): 0.43280
r^-1.5 coefficient d1 of new fit (hartree): 1.47632
bcc electrostatic coefficient (hartree): 0.895929
exchange coefficient (hartree): 0.458165
bcc reference for d0 (hartree): 0.437764
at r_s=1: left, right, jump (hartree)
  PZ81 energy: -0.059600 -0.059632 -3.21e-05
  new fit energy: -0.060190 -0.060190 4.63e-11
  PZ81 slope: 0.021500 0.021487 -1.29e-05
  new fit slope: 0.023136 0.023136 -1.41e-10
  PZ81 curvature: -0.029100 -0.022063 7.04e-03
  new fit curvature: -0.026801 -0.026801 -1.29e-09
new fit analytic slope, curvature at r_s=1 (hartree): 0.023136 -0.026801
```
